# Transient Becker-Döring Nucleation: Implicit Steps, Atom Balance and Incubation Time

## Definitions and conventions

A crystalline cluster of $n$ atoms has concentration $c_n$, measured in units of the total concentration of crystal-forming atoms. Free atoms have $c_1=x$. Clusters change size by one atom at a time. An $n$-cluster gains an atom at rate $a_nx$ and loses one at rate $d_n$, which does not depend on $x$. The net flux from size $n$ to $n+1$ is

$$J_n=a_nx\,c_n-d_{n+1}c_{n+1},\qquad \frac{dc_n}{dt}=J_{n-1}-J_n\quad(2\le n\le M). \tag{1}$$

A cluster that grows past size $M$ is counted as emitted and does not return, so $c_{M+1}=0$ in (1). The number emitted, $E$, obeys $dE/dt=J_M$. Time is in units of $\tau$, the inverse attachment rate to a single atom at $x=1$. Energies are in $kT$, and the temperature is constant.

First $x$ is held fixed by a reservoir. Later the free atoms are depleted. That closed version describes a crystal former dissolved in an amorphous host, where the driving force falls with $x$. In a one-component amorphous phase that crystallizes without a change of composition, the driving force does not fall this way, and the depletion law below does not apply.

Steady nucleation theory predicts $E=Jt$ with a constant flux $J$. If the populations start away from their steady values, the count at late times is instead $E\to J(t-\theta)$. The incubation time $\theta$ is the intercept of this line on the time axis.

## One unknown, by hand

Take $M=2$, so that the pair concentration $c=c_2$ is the one unknown, and hold $x=1$. Choose $a_1=a_2=1$ and $d_2=3$ for easy arithmetic. Then $J_1=1-3c$, $J_2=c$ and

$$\frac{dc}{dt}=1-4c,\qquad c(t)=\tfrac14\left(1-e^{-4t}\right)\quad\text{if } c(0)=0.$$

The steady flux is $J=\tfrac14$. Integrating $J_2=c$ gives $E=\tfrac14t-\tfrac1{16}(1-e^{-4t})$, which tends to $\tfrac14(t-\tfrac14)$. Hence $\theta=\tfrac14$.

A backward Euler step of length $\delta$ evaluates the right side at the end of the step:

$$c'=c+\delta(1-4c')\quad\Rightarrow\quad c'=\frac{c+\delta}{1+4\delta}.$$

Subtracting both sides from $\tfrac14$ shows that each step multiplies the deviation $\tfrac14-c$ by $r=1/(1+4\delta)$. Count emissions with the end-of-step flux. The total deficit against $Jt$ is then

$$\delta\cdot\tfrac14(r+r^2+\dots)=\frac{\delta}{4}\frac{r}{1-r}=\frac{\delta}{4}\frac1{4\delta}=\frac1{16}=J\theta .$$

The step length has cancelled. With start-of-step fluxes the sum would begin with $r^0$, and the lag would come out too large by $\delta$.

Now let $x$ vary. Forming a pair uses two free atoms and growing a pair uses one, so $dx/dt=-(2J_1+J_2)$. Start with $x=1$, $c=E=0$ and take one step $\delta=\tfrac14$, using the old $x$ in the attachment rates. Then $c'=\tfrac18$, $J_1'=1-\tfrac38=\tfrac58$ and $J_2'=\tfrac18$. The free atoms fall to $x'=1-\tfrac14(\tfrac{10}8+\tfrac18)=\tfrac{21}{32}$, and $E'=\tfrac1{32}$. The atom ledger reads

$$x'+2c'+3E'=\tfrac{21}{32}+\tfrac{8}{32}+\tfrac{3}{32}=1 .$$

If $x$ were updated with the fluxes from the start of the step, $J_1=1$ and $J_2=0$, it would fall to $\tfrac12$. The ledger would then read $\tfrac{27}{32}$: atoms have vanished, although each equation looks reasonable by itself.

## Rates and the steady flux for many sizes

For the general case take $a_n=n^{2/3}$, proportional to the surface, and the capillary work

$$W_n=-g(n-1)+s\,(n^{2/3}-1).$$

Here $g$ is the free energy gained per atom at $x=1$, and $s$ measures the surface cost. The equilibrium populations are $c_n^{\rm eq}=x^ne^{-W_n}$. Detailed balance requires zero flux in equilibrium:

$$a_{n-1}x\,c_{n-1}^{\rm eq}=d_nc_n^{\rm eq}\quad\Rightarrow\quad d_n=a_{n-1}e^{W_n-W_{n-1}}. \tag{2}$$

The powers of $x$ cancel, as they must if $d_n$ is a property of the cluster alone.

Let $y_n=c_n/c_n^{\rm eq}$. Replacing $d_{n+1}c_{n+1}^{\rm eq}$ by $a_nx\,c_n^{\rm eq}$ in (1) gives

$$J_n=a_nx\,c_n^{\rm eq}(y_n-y_{n+1}). \tag{3}$$

In the steady state all $J_n$ equal $J$. Divide (3) by its prefactor and sum from $n=1$ to $M$. The right side telescopes to $y_1-y_{M+1}=1-0$, so

$$\frac1J=\sum_{n=1}^M\frac1{a_nx\,c_n^{\rm eq}},\qquad w_n=\frac{J}{a_nx\,c_n^{\rm eq}},\qquad \sum_{n=1}^M w_n=1. \tag{4}$$

The weights $w_n$ are the shares of the total resistance to growth. They are the steady differences $y_n-y_{n+1}$. Define $h_k=\sum_{n<k}w_n$. Then the steady $y_k$ is $1-h_k$, and $c_k^{\rm ss}=c_k^{\rm eq}(1-h_k)$.

The quantity $h_k$ is the probability that a $k$-cluster grows past $M$ before it dissolves to a single atom. Such a probability must satisfy $h_1=0$, $h_{M+1}=1$ and, by considering the next event,

$$a_kx\,(h_{k+1}-h_k)=d_k(h_k-h_{k-1}).$$

The left side is $a_kx\,w_k=J/c_k^{\rm eq}$. The right side is $d_kw_{k-1}=d_kJ/(a_{k-1}x\,c_{k-1}^{\rm eq})$, which is also $J/c_k^{\rm eq}$ by (2). The condition holds.

## The missing time

Weight each cluster by its chance of success and define $Q=\sum_{k=2}^Mh_kc_k$. From (1), shifting the index in the first sum and using $h_1=0$ in the second,

$$\frac{dQ}{dt}=\sum_{n=1}^{M-1}h_{n+1}J_n-\sum_{n=1}^{M}h_nJ_n
=\sum_{n=1}^{M}w_nJ_n-J_M .$$

The last form adds and subtracts the term $h_{M+1}J_M=J_M$. By (3) and (4), $w_nJ_n=J(y_n-y_{n+1})$ even during the transient, so the remaining sum telescopes to $J$. Therefore

$$\frac{dQ}{dt}=J-J_M,\qquad E(t)=Jt-[Q(t)-Q(0)]. \tag{5}$$

At late times the populations reach $c_k^{\rm ss}$, and

$$\theta=\frac1J\sum_{k=2}^M\left[c_k^{\rm ss}-c_k(0)\right]h_k. \tag{6}$$

The incubation time is the time the steady flux needs to supply the missing clusters, each counted by its chance of success. For the pair example, $h_2=a_2x/(a_2x+d_2)=\tfrac14$, and (6) gives $\tfrac14\cdot\tfrac14/\tfrac14=\tfrac14$, as before.

Two limits help to read (6). If detachment is negligible, every cluster with $k\ge2$ succeeds, so $h_k=1$. The steady populations are $c_k^{\rm ss}=J/(a_kx)$, and an empty start gives $\theta=\sum_{k=2}^M1/(a_kx)$, the sum of the mean waiting times for attachment. In the other direction, a start with $Q(0)>Q^{\rm ss}$ makes $\theta$ negative: stored clusters give a burst, and at late times steady theory undercounts.

The lag also depends on the size at which clusters are detected. Passages beyond a smaller size $m$ exceed those beyond $M$ by the clusters added in between. For an empty start, $J(\theta_M-\theta_m)=\sum_{k=m+1}^Mc_k^{\rm ss}$. An incubation time without its detection size is incomplete.

## The implicit step

With primes marking values at the end of a step $\delta$, backward Euler turns (1) into

$$-l_nc_{n-1}'+b_nc_n'-u_nc_{n+1}'=r_n,$$

$$l_n=\delta a_{n-1}x,\quad b_n=1+\delta(a_nx+d_n),\quad u_n=\delta d_{n+1},\quad r_n=c_n .$$

At $n=2$ the known term $\delta a_1x^2$ moves to the right side, so $l_2=0$ and $r_2=c_2+\delta a_1x^2$. At $n=M$, $u_M=0$. Each row contains at most three unknowns. Write $c_n'=p_n+q_nc_{n+1}'$ and insert the same form for $c_{n-1}'$:

$$D_n=b_n-l_nq_{n-1},\qquad p_n=\frac{r_n+l_np_{n-1}}{D_n},\qquad q_n=\frac{u_n}{D_n}.$$

Sweep upward from $n=2$ to find $p_n$ and $q_n$, then downward from $c_M'=p_M$ to find the populations. The cost is proportional to $M$.

No pivot $D_n$ can vanish. First, $D_2=b_2\ge1+\delta a_2x$. If $D_{n-1}\ge1+\delta a_{n-1}x$, then $D_{n-1}>l_n$, and $l_nq_{n-1}=u_{n-1}l_n/D_{n-1}\le u_{n-1}=\delta d_n$. Hence $D_n\ge1+\delta a_nx$, and the argument repeats. All $p_n$ and $q_n$ are nonnegative when $x$ and the old populations are, so in exact arithmetic no cluster population turns negative, however long the step.

Summing the discrete equations with weights $h_k$ repeats the algebra of (5) and gives $Q'-Q=\delta(J-J_M')$. Added over all steps, this is (5) with the count $E=\sum\delta J_M'$. The late-time lag is therefore (6) for any step length, at fixed $x$.

The transient is less accurate. A mode that should decay as $e^{-\lambda t}$ is computed as

$$(1+\lambda\delta)^{-t/\delta}\approx e^{-\lambda t+\lambda^2t\delta/2}\approx e^{-\lambda t}\left(1+\tfrac12\lambda^2t\delta\right).$$

The transient part of $E$ is a sum of such modes. The factor $\lambda^2$ is produced by two time derivatives, and $d^2E/dt^2=dJ_M/dt$, so the leading error of the count at fixed $t$ is

$$E_\delta(t)-E(t)\approx\frac{t\,\delta}{2}\frac{dJ_M}{dt}. \tag{7}$$

It vanishes at late times, as the lag result requires. A correct intercept is thus no evidence that a short pulse has been resolved.

## Fixed free-atom concentration: numbers

Take $g=2.5$, $s=10$, $M=100$ and $\tau=0.1$ ns as round model parameters. Setting $dW_n/dn=-g+\tfrac23sn^{-1/3}$ to zero gives the critical size

$$n^*=\left(\frac{2s}{3g}\right)^3=\left(\frac{20}{7.5}\right)^3=18.96,$$

where the work is $16.20\,kT$. The growth probability first reaches one half at 20 atoms. Equation (4) gives $J=5.43\times10^{-8}$ per atom per $\tau$, and (6) gives $\theta=17.04\,\tau=1.70$ ns for an empty start.

Steps of $5$, $0.5$ and $0.1\,\tau$ all return $17.03562\,\tau$, in agreement with (6). Counting net passages within the range $M=100$, the lag is $8.32\,\tau$ at detection size 30 and $13.54\,\tau$ at size 60. Removing clusters at size 30 instead, that is $M=30$, would give $7.67\,\tau$. Extending the range to 200 atoms changes the value at size 100 to $17.07\,\tau$, because clusters just above 100 can then shrink back. This is a shift of 0.2%.

For a pulse of length $t$, the late-time law predicts $E/(Jt)=1-\theta/t$. At $t=2\theta$ and $4\theta$ the computed ratios are 0.500 and 0.750, so the line already holds. At $t=\theta$ the line would give zero, while the true ratio is 0.097. Steady theory overcounts there by a factor $1/0.097\approx10$. With a step of $0.017\,\tau$, the stepped count at $t=\theta$ is 0.84% above the matrix-exponential value, and this error is 0.996 times the estimate (7).

Now let the clusters first reach their steady populations at $x=0.9$ and then raise $x$ to 1. Equation (6) with these starting populations gives $13.95\,\tau$, which is 18% shorter. Time stepping from the same start confirms it. Priming by a temperature change would need different rates during the hold. Within this model, (6) would still apply to the populations it leaves behind, provided the temperature is constant afterwards. Whether priming in a real memory cell works through such cluster populations is not shown here.

## Closing the atom balance

For variable $x$, the total number of atoms is

$$A=x+\sum_{n=2}^Mnc_n+(M+1)E .$$

Emitted clusters are frozen at size $M+1$. This is a simplification: real clusters of that size would keep growing and taking up free atoms. The closed model therefore understates the depletion late in a run. With continued growth the flux falls faster, and a lag read off from the final flux is unreliable. For the run below, letting emitted clusters grow at the same rates lowers the final flux from 0.2275 to about 0.219 of its value at $x=1$ and the extracted lag from 18.7 to about $16.4\,\tau$, while the emitted count changes by less than 1%. From (1), the clusters in the range gain atoms at the rate

$$\sum_{n=2}^Mn(J_{n-1}-J_n)=2J_1+\sum_{n=2}^{M-1}J_n-MJ_M ,$$

since each interior flux appears with the factor $(n+1)-n=1$. Emitted clusters gain $(M+1)J_M$. The total uptake is $U=2J_1+\sum_{n=2}^MJ_n$, so $dx/dt=-U$ conserves $A$. One step of the algorithm is:

1. Solve the tridiagonal system with $x$ from the start of the step.
2. Form $J_n'=a_nx\,c_n'-d_{n+1}c_{n+1}'$ from the new clusters and the same old $x$; for $n=1$ this means $J_1'=a_1x^2-d_2c_2'$.
3. Set $x'=x-\delta U'$ and $E'=E+\delta J_M'$ with these fluxes.
4. Record $A'-1$, and check that $x'$ is positive. The positivity proof covers the clusters but not $x'$, so too long a step can fail here.

Once the transient is over, a lag is read off as $\theta=t-E/J_M$. In the closed system $J_M$ never settles completely, because every emission removes $M+1$ atoms, so this value depends on the run length. It is meaningful only for runs of a few $\theta$: with the parameters above it is 18.81, 18.75, 17.8 and $14.6\,\tau$ at $t=50$, 94, 300 and $600\,\tau$.

Small clusters fill quickly and bind free atoms. While emission is still negligible, the resulting plateau $x_q$ solves $x_q+\sum_{n=2}^Mnc_n^{\rm ss}(x_q)=1$. Its effect on the flux follows from (4). Each term of $1/J$ is proportional to $x^{-(n+1)}$, so

$$\frac{d\ln J}{d\ln x}=\sum_{n=1}^M(n+1)w_n=1+\sum_{n=1}^Mnw_n .$$

At $x=1$ this is 19.96: a loss of 1% of the free atoms costs about 18% of the flux, since $0.99^{19.96}\approx0.82$.

Here $x_q=0.9314$, so 6.9% of the atoms are bound in clusters. The flux at the end of the run is $1.234\times10^{-8}$ per atom per $\tau$, or 0.2275 of the value at $x=1$. From the end of the run,

$$\theta=94.16-\frac{9.308\times10^{-7}}{1.234\times10^{-8}}\approx18.7\,\tau,$$

or about 1.9 ns. With more digits the stepped value is $18.747\,\tau$, and it moves to $18.751\,\tau$ in the limit of short steps. Equation (6) at $x_q$ gives $18.832\,\tau$. Of the gap of $0.080\,\tau$, about 0.013 comes from starting at $x=1$, and about 0.067 from the slow drift of $x$ after the plateau is reached.

Steady theory that takes all atoms as free predicts $5.426\times10^{-8}\times94.16=5.11\times10^{-6}$ emitted clusters per atom. The computed count is $9.31\times10^{-7}$, smaller by a factor 5.5. Both corrections matter: depletion contributes the factor 0.2275 and incubation the factor $1-18.7/94.16=0.80$, with product 0.18. Pairs alone hold $2x_q^2e^{-W_2}\approx0.059$ of all atoms, with $W_2=3.37$, out of the 0.069 that are bound. Most of the bound atoms thus sit in very small clusters, where the capillary work is least trustworthy, so the size of the depletion effect belongs to this model.

The largest ledger error is $6\times10^{-15}$ of all atoms, which is rounding. This shows that the bookkeeping is consistent, not that the time step is short enough. Accuracy needs a separate check: an adaptive Radau integration gives the same final $x$ to six decimals and the same emitted count within 0.01%.

The ledger does expose mismatched fluxes. If $x$ is updated with the uptake of the previous step, the errors telescope:

$$A_{\rm end}-1=\delta\,(U_{\rm end}-U_0)\approx-2\delta,$$

because $U_0=2a_1=2$ and $U_{\rm end}$ is tiny by comparison. With $\delta=0.01883\,\tau$ the predicted loss is 0.0377 of all atoms, and the run shows 0.03766. The final flux falls to 0.46 of its correct value, because the high power of $x$ amplifies a small loss of atoms. The values from the main runs are listed in the numerical output below or follow from it by simple arithmetic. The figures for other run lengths, short steps, $M=30$ and continued growth come from variants of the same model and are not listed there.

## Computed results

```
driving energy per atom: 2.50 kT
surface coefficient: 10.00 kT
largest cluster followed: 100 atoms
time unit tau: 0.10 ns
critical size at x=1: 18.96 atoms
work at critical size: 16.204 kT
first size with growth chance >= 1/2: 20 atoms
steady flux J at x=1: 5.42578e-08 per atom per tau
lag theta at size 100: 17.03562 tau
lag theta at size 100, converted: 1.7036 ns
lag from stepping, dt=5.0 tau: 17.03562 tau
lag from stepping, dt=0.5 tau: 17.03562 tau
lag from stepping, dt=0.1 tau: 17.03562 tau
lag at detection size 30: 8.3210 tau
lag at detection size 40: 10.6344 tau
lag at detection size 60: 13.5356 tau
lag at detection size 80: 15.5211 tau
lag at size 100 on range 200: 17.0724 tau
lag after hold at x=0.9: 13.9536 tau
pulse 1 theta: emitted 8.9374e-08 per atom
pulse 1 theta: emitted/(J t) = 0.0967
pulse 2 theta: emitted 9.2490e-07 per atom
pulse 2 theta: emitted/(J t) = 0.5003
pulse 4 theta: emitted 2.7729e-06 per atom
pulse 4 theta: emitted/(J t) = 0.7500
fine step in pulse test: 0.01704 tau
relative count error at theta, fine: 8.390e-03
error ratio on halving the step: 1.992
error/predicted leading error: 0.996
d ln J / d ln x at x=1: 19.958
closed: predicted plateau x_q: 0.931350
closed: x at end, stepping: 0.931269
closed: x at end, Radau: 0.931269
closed: predicted flux at x_q: 1.2361e-08 per atom per tau
closed: flux at end: 1.2342e-08 per atom per tau
closed: flux at end / J(x=1): 0.2275
closed: predicted lag at x_q: 18.8317 tau
closed: extracted lag: 18.7466 tau
closed: extracted lag, converted: 1.8747 ns
closed: run time: 94.159 tau
closed: step: 0.01883 tau
closed: emitted, stepping: 9.30754e-07 per atom
closed: emitted, Radau: 9.30694e-07 per atom
closed: largest ledger error: 6.00e-15 of all atoms
stale fluxes: ledger error: -0.03766 of all atoms
stale fluxes: x at end: 0.898755
stale fluxes: flux / correct flux: 0.4552
```
